Why uniform stress-free diffusion cannot explain slow oxidation at convex corners

**Definitions and conventions**

A long silicon edge occupies the quadrant x < 0, y < 0. Its two faces meet at 90 degrees, and the oxide fills the remaining 270 degrees. Far from the edge each face carries oxide of thickness d. All quantities are per unit length of edge.

C is the oxidant concentration in the oxide, C* its fixed value at the outer surface, and D the diffusivity. The silicon consumes oxidant at the rate kC per unit area. D and k are uniform unless stated otherwise. The distance along a face from the edge is s, and n is the normal pointing from silicon into oxide. Supply is taken as quasi-steady: the concentration adjusts quickly compared with the growth of the oxide. Then

∇²C = 0 in the oxide,
D ∂C/∂n = kC on silicon.

The second condition introduces the reaction length l = D/k. On a flat face C is linear in the distance y from silicon, C = A(l + y), which satisfies ∂C/∂y = C/l at y = 0. Setting C = C* at y = d gives A = C*/(l + d), so the flat flux is

F_flat = DC*/(l + d).

Perfectly absorbing silicon is the limit l → 0, with C = 0 on the faces.

"Slow oxidation" here means that little silicon is consumed per unit interface area. Thin oxide alone does not prove this, because oxide formed at a convex edge can spread over a larger outer area.

**Why the flux diverges at an absorbing edge**

Near the edge use polar coordinates r, θ, with θ = 0 on one face and θ = w on the other. Inserting C = R(r)Θ(θ) into Laplace's equation gives

Θ'' = −ν²Θ, r²R'' + rR' = ν²R.

The condition C = 0 on both faces requires Θ = sin νθ with ν = mπ/w and m = 1, 2, and so on. The radial solutions are r^ν and r^(−ν). The second is excluded because C must stay between 0 and C*. The m = 1 term dominates at small r. Its amplitude a cannot vanish, since the higher terms change sign with θ while C is positive. Hence

C ≈ a r^(π/w) sin(πθ/w),
flux at θ = 0: (D/r) ∂C/∂θ = D a (π/w) r^(π/w − 1).

For the convex silicon edge w = 3π/2, and the flux varies as r^(−1/3). For a concave 90-degree silicon corner the oxide angle is w = π/2, and the flux vanishes as r. Numerical solutions with deliberately lopsided supply give exponents −0.333 and 0.999. The physical reason is access: oxidant reaches a convex edge from a wide angle of oxide, whereas the two walls of a concave corner shield each other.

**How large the enhancement is**

A definite outer shape fixes the amplitude. Let the outer surface also have a square corner, at x = y = d. Map the upper half of a complex ζ plane onto the oxide, with ζ = 0 at the silicon edge, ζ = ±1 at the far ends of the two legs, and ζ = ∞ at the outer corner. With z = x + iy,

dz/dζ = K ζ^(1/2)/(1 − ζ²).

The square root makes the boundary turn by 90 degrees at ζ = 0, giving an oxide angle of 270 degrees. At large ζ the distance from the outer corner varies as ζ^(−1/2), which turns the half-plane's angle π into π/2, as required. Near ζ = 1, z ≈ −(K/2) ln(1 − ζ). A small half-circle around that point changes the logarithm by π in its imaginary part, so it crosses a leg of width π|K|/2. This width is d, hence |K| = 2d/π.

The function

C/C* = 1 − (1/π)[arg(ζ − 1) − arg(ζ + 1)]

is harmonic. It is 0 for −1 < ζ < 1, the silicon, and 1 on the rest of the real axis, the outer surface. Since the derivative of ln[(ζ − 1)/(ζ + 1)] is 2/(ζ² − 1), the gradient in the ζ plane has size (2C*/π)/|1 − ζ²| on the real axis. Dividing by |dz/dζ| gives the true gradient on silicon:

|∇C| = (2C*/π)/(|K| |ζ|^(1/2)) = C*/(d |ζ|^(1/2)).

The flux relative to a flat absorbing face is therefore q = |ζ|^(−1/2). Write u = 1/q = |ζ|^(1/2). The distance along the face follows by integrating |dz/dζ|, with |ζ| = p² and d|ζ| = 2p dp:

s/d = (2/π) ∫₀ᵘ 2p²/(1 − p⁴) dp
= (2/π) ∫₀ᵘ [1/(1 − p²) − 1/(1 + p²)] dp
= (2/π)[artanh u − arctan u].

Every point on the face has 0 < u < 1, so q > 1 everywhere. For small u the bracket is 2u³/3, which gives

q ≈ [4d/(3πs)]^(1/3) for s ≪ d.

The closed form agrees with a numerical solution, extrapolated from two grid spacings, to within 0.03 % at s/d = 0.1, 0.25, 0.5 and 1.

The divergence carries a finite amount of oxidant. Since ds = (4d/π) u²/(1 − u⁴) du, the extra uptake of one face, expressed as a length of flat face, is

∫(q − 1) ds = (4d/π) ∫₀¹ u/[(1 + u)(1 + u²)] du.

The integrand equals ½[−1/(1 + u) + (1 + u)/(1 + u²)]. Its integral is ½[−ln 2 + π/4 + ½ ln 2] = π/8 − (ln 2)/4. Both faces together gain

d(1 − 2 ln 2/π) = 0.559 d.

**What a finite reaction rate changes**

Real silicon is not perfectly absorbing, and the infinite flux disappears. Very close to the edge, r ≪ l, C approaches a constant C₀ and the flux approaches kC₀.

When l ≪ d, the absorbing solution a r^(2/3) sin(2θ/3) still holds for l ≪ r ≪ d. Measuring r in units of l removes l from the reaction condition, so the inner problem retains only the amplitude a l^(2/3). Therefore C₀ is a pure number times a l^(2/3), and

edge flux = DC₀/l ∝ l^(−1/3),

with D, C* and the geometry held fixed. In a circular sector of oxide, reducing l from 10⁻³ to 10⁻⁴ of the radius gives an exponent of −0.334.

In the opposite limit, l ≫ d, the reaction is the bottleneck. Because C₀ ≤ C*,

edge flux/F_flat ≤ kC*(l + d)/(DC*) = 1 + d/l,

so the enhancement fades. For the square outer corner the computed ratio is 1.03 at l/d = 10, 1.27 at l/d = 1 and 2.26 at l/d = 0.1.

The power law therefore cannot by itself exclude diffusion as the cause of slow corners, since a finite k removes it. A bound valid for every k is needed.

**Why the corner cannot be slow in this model**

Suppose the oxide over the corner lies within the square offset, x ≤ d and y ≤ d, and that the legs have thickness d far away. Compare C with

v = C*(l + m)/(l + d), m = max(x, y).

On the face x = 0, m = x in the adjacent oxide. Thus ∂v/∂n = C*/(l + d) = v/l, which is the reaction condition. The other face is equivalent. On the outer surface m ≤ d, so v ≤ C*.

Inside the oxide v is harmonic except on the diagonal x = y > 0. Crossing the diagonal towards larger x, the slope of m along the crossing direction rises from −1/√2 to +1/√2. This upward kink makes ∇²v positive there, so ∇²v ≥ 0 overall.

Let g = C − v. Then ∇²g ≤ 0, g ≥ 0 on the outer surface, ∂g/∂n = g/l on silicon, and g → 0 far along the legs. Let N = max(−g, 0), the size of any negative part. Multiply ∇²g ≤ 0 by N and integrate by parts. The outer surface contributes nothing because N = 0 there. On silicon the normal leaving the oxide is −n, so

0 ≥ ∫N∇²g dA = −∫N(∂g/∂n) ds − ∫∇N·∇g dA.

Wherever N is nonzero, g = −N. The right side is then

(1/l)∫N² ds + ∫|∇N|² dA,

which cannot be negative. Hence N = 0 and C ≥ v. On silicon m = 0, which gives

kC ≥ kC* l/(l + d) = DC*/(l + d) = F_flat.

With uniform k and D, no point on either face oxidizes more slowly than a flat face under thickness d.

A rounded silicon edge obeys the same bound if no oxide point is farther than d from silicon. Take m as the shortest distance to silicon. Over the rounded part, ∇²m = 1/R, where R is the distance from the centre of curvature. This is positive, and the slope of m is continuous where the arc joins the faces, so the proof carries over.

The thickness condition matters. With l = d and a square lump of oxide whose sides lie 5d from the edge, the edge flux falls to 0.68 of the flat value. With uniform D and the same k on both faces, diffusion can slow a corner buried under thick oxide, but it cannot account for a slow corner whose oxide is as thin as, or thinner than, that on the faces. If the two faces have different k, the proof does not apply. They share one concentration at the edge, so the faster face draws oxidant away from the slower one. This reduces the excess on the slower face and, for a large contrast in k, can bring it below its own flat rate. The bound is also instantaneous: it has to be reapplied as the oxide changes shape.

**A case near 900 °C**

Take rough values for wet oxidation: d = 200 nm, l = 250 nm, and parabolic constant B = 0.20 µm²/h. If N_ox is the oxidant bound per unit volume of oxide, B = 2DC*/N_ox. The flat growth rate is

F_flat/N_ox = B/[2(l + d)] = 200 000 nm²/h / (2 × 450 nm) = 222 nm/h.

At the edge the flux is 1.226 times larger, equivalent to 272 nm/h. This converts flux into oxide volume per interface area; it is not a prediction of the local thickness. Rounding the outer oxide corner, so that it lies at distance d from the edge, changes the ratio only to 1.233.

The flux relative to the corresponding flat face is:

s = 1 nm: absorbing 4.40; finite k 1.22
s = 10 nm: absorbing 2.06; finite k 1.19
s = 50 nm: absorbing 1.27; finite k 1.12
s = 200 nm: absorbing 1.02; finite k 1.03

Here l exceeds d, so no range l ≪ s ≪ d exists and the −1/3 law has no room to appear. Even for absorbing silicon the law is local: at s = 200 nm it would give 0.75, wrongly suggesting a slow face.

At that distance the finite-k excess is slightly the larger of the two. Along a leg the disturbance decays as exp(−κs) sin κ(d − y), where y is the distance from silicon. The reaction condition gives tan κd = −κl, whose lowest root lies between π/2 and π. For absorbing silicon κd = π, so the finite-k disturbance reaches farther.

**What could make the edge slow**

Some assumption of the model must fail. One candidate is stress. Let normal compression S at the interface reduce the reaction rate as k exp(−SV/k_BT), where k_B is Boltzmann's constant and V an activation volume, roughly 0.015 nm³. At 1173 K and 1 GPa the factor is 0.40. Applied within 50 nm of the edge on each face, with D and C* unchanged and the rest of the silicon unstressed, it turns the ratio 1.23 into 0.54.

A stress sufficient to bring the edge flux down to half the flat-face value follows from C ≤ C*. The edge ratio cannot exceed (1 + d/l) exp(−SV/k_BT). Setting this equal to ½ gives

S = (k_BT/V) ln[2(1 + d/l)] = (k_BT/V) ln 3.6 = 1.38 GPa.

This stress is sufficient, not necessary; the solved ratio at 1.38 GPa is 0.39. These stresses are inputs. Whether an oxide sustains them depends on its viscous flow, which is not calculated here.

Crystal orientation is a second candidate. If k within 50 nm of the edge is divided by 1.7, the ratio becomes 0.77; if it is multiplied by 1.7, the ratio becomes about 1.88 (1.873 on the grid used, whose patch is half a cell wider than 50 nm; refinement raises it by about 0.003). Excluding uniform diffusion therefore does not prove that stress is responsible. The planes exposed at the edge must also be known.

**Comparison with real edges**

The chosen thickness, temperature and B are in the range of wet field or trench oxidation, but l and the activation volumes are rough. In particular, l is short for a (100) face, where common fits near 900 °C give about twice this value; a longer l lowers both the flat growth rate and the excess at the edge. Of the neglected effects sized here, stress and orientation are the largest, and either can reverse the sign of the corner effect. Stress also alters diffusion: with an activation volume of roughly 0.07 nm³, a pressure of 0.1 GPa multiplies D by 0.65, while tension of that size would raise it. At a pressure of 1 GPa the same formula would give 0.013, so the stressed ratios above, computed with D unchanged, show only the effect of stress on k. The resulting non-uniform diffusion problem was not solved.

Other corrections are smaller. The finite-k flux falls by 2.6 % over the first 10 nm from the edge, which suggests that rounding on that scale matters little. Dissolved water is about 6.8 × 10⁻⁴ of the water bound in an equal oxide volume. The diffusion time d²/D is then about 1 s, against 3240 s to grow 200 nm at the flat rate, so quasi-steady supply is well justified.

**What to do in practice**

First establish from cross-sections how much silicon was consumed, instead of relying on oxide thickness alone. Then check, at several stages of growth, that the corner oxide lies within the offset d of that stage. The rule that follows assumes the same k on both faces; an edge joining planes of different orientation, as at many trench tops, must first be simulated with a separate k for each face. If the oxide lies within the offset throughout, with the silicon edge still nearly square or rounded, and consumption at the edge is nevertheless below that far along the faces, adjusting a uniform D or k cannot repair a stress-free simulation. The simulation then needs a locally changed reaction rate, diffusivity or supply. The early stages are the most telling: a slow edge gradually sharpens between hollowed faces, a shape for which the bound was not proved. Comparing edges of the same shape but different crystal orientation helps to separate orientation from stress.

In simulation, use a finite k and resolve the smaller of l and d. With perfectly absorbing silicon the peak flux does not converge. Averaging the power law over a first cell of length h gives (3/2)[4d/(3πh)]^(1/3) times the flat flux, so each halving of h raises it by a factor 2^(1/3), about 26 %. Total uptake does converge and is the safer quantity to compare. The numerical output below gives the values used here.

Table of computed values

```
flux exponent, absorbing convex edge: -0.3330
flux exponent, absorbing concave edge: 0.9989
exponent of edge flux in ell, ell << d: -0.3337
largest error of closed form vs grid: 0.03 %
extra uptake, both faces, formula: 0.5587 d
extra uptake, both faces, grid: 0.5587 d
edge/flat flux, square oxide, ell/d = 10: 1.034
edge/flat flux, square oxide, ell/d = 1: 1.271
edge/flat flux, square oxide, ell/d = 0.1: 2.258
edge/flat flux under lump 5d thick, ell/d = 1: 0.676
EXAMPLE oxide thickness d: 200 nm
reaction length ell = D/k: 250 nm
parabolic constant: 0.20 um2/h
temperature: 1173 K
flat oxide growth rate, finite k: 222 nm/h
edge growth-equivalent rate, finite k: 272 nm/h
flux/flat flux: absorbing exact, absorbing power law, finite k
  s = 1 nm: 4.396, 4.395, 1.222
  s = 10 nm: 2.057, 2.040, 1.194
  s = 50 nm: 1.274, 1.193, 1.120
  s = 200 nm: 1.018, 0.752, 1.026
edge/flat flux, finite k, square outer corner: 1.226
edge/flat flux, finite k, rounded outer corner: 1.233
flux drop over first 10 nm from edge, finite k: 2.6 %
NEGLECTED reaction activation volume: 0.015 nm3
factor on k at 1 GPa normal compression: 0.396
width of altered k on each face: 50 nm
edge/flat flux with that factor near edge: 0.539
stress that surely halves edge flux: 1.38 GPa
factor on k at that stress: 0.278
edge/flat flux at that stress, solved: 0.387
diffusion activation volume: 0.070 nm3
factor on D at 0.1 GPa pressure: 0.649
orientation factor on k: 1.7
edge/flat flux, k near edge multiplied by it: 1.873
edge/flat flux, k near edge divided by it: 0.773
dissolved water / water bound per oxide volume: 6.8e-04
diffusion time d^2/D: 0.98 s
time to grow d at the flat rate: 3240 s
```
